\section*{Link-Method Charge of a Weyl Node on Coarse Closed Surfaces}

\section{Result and scope}

Cover a closed surface around a band crossing with triangles, diagonalize the Hamiltonian at the vertices, and let the columns of $\Psi_i$ be the $p$ lowest eigenvectors at vertex $i$. The Fukui--Hatsugai--Suzuki link method assigns to the surface the number
\begin{equation}
Q=\frac1{2\pi}\sum_f F_f,\qquad
F_f=-\operatorname{Arg}(L_{12}L_{23}L_{31}),\qquad
L_{ij}=\det(\Psi_i^\dagger\Psi_j),
\label{eq:Q}
\end{equation}
where $1,2,3$ are the vertices of face $f$, counterclockwise seen from outside, and $\operatorname{Arg}$ is the principal value. Three statements hold if no link vanishes and no $F_f$ lies on the branch cut at $\pm\pi$.
\begin{enumerate}
\item $Q$ is an integer, independent of the eigenvector gauge, on every closed mesh.
\item For a two-band Weyl node with $\mathbf d$ linear in $k$, $Q$ is the true charge on every flat-faced triangulated polyhedron that encloses it. Four $k$ points suffice.
\item For a nonlinear Hamiltonian, or one with more than two bands even if it is linear in $k$, $Q$ can be an integer and still be wrong. It is correct on a sufficiently fine mesh, and for two bands a simple inequality certifies a given mesh.
\end{enumerate}
An integer output is therefore not by itself evidence of a correct charge.

The Hamiltonian $H(k)$ is Hermitian and smooth, written in a fixed orthonormal basis, and the chosen bands are separated by a gap from the higher ones everywhere on the surface. The Berry connection, curvature and charge are
\begin{equation}
\mathbf A=i\operatorname{tr}(\Psi^\dagger\nabla\Psi),\qquad
\mathbf B=\nabla\times\mathbf A,\qquad
C=\frac1{2\pi}\oint\mathbf B\cdot d\mathbf S ,
\end{equation}
with outward normal. The charge $C$ is an integer and varies continuously with $H$ while the gap on the surface stays open, so it cannot change under such a deformation. A crossing with $C\ne0$ thus cannot be removed from inside the surface without closing the gap on it. The charge classifies a crossing in a candidate conductor; it does not give a resistivity.

\section{Why the sum is a gauge-independent integer}

For a short step $\boldsymbol\delta$, $\Psi^\dagger\Psi=1$ and $\det(1+X)=1+\operatorname{tr}X+O(X^2)$ give
\begin{equation}
\det[\Psi^\dagger(k)\Psi(k+\delta)]
=1+\boldsymbol\delta\cdot\operatorname{tr}(\Psi^\dagger\nabla\Psi)+O(\delta^2)
=1-i\mathbf A\cdot\boldsymbol\delta+O(\delta^2).
\end{equation}
The phase of a link is $-\mathbf A\cdot\boldsymbol\delta$ to leading order. The minus sign in Eq.~\eqref{eq:Q} therefore makes $F_f$ approximate $+\oint\mathbf A\cdot d\mathbf k$, the flux of $\mathbf B$ through the face.

A gauge change $\Psi_i\to\Psi_iG_i$, with $G_i$ a unitary $p\times p$ matrix, gives
\begin{equation}
L_{ij}\to\det(G_i)^*\,L_{ij}\,\det(G_j).
\end{equation}
Around a triangle each vertex contributes $|\det G_i|^2=1$, so each $F_f$ is unchanged. For $p>1$ this includes any mixing of the chosen bands, which may cross one another.

For integrality, set $U_{ij}=L_{ij}/|L_{ij}|$. Since $L_{ji}=L_{ij}^*$, we have $U_{ij}U_{ji}=1$. On a closed oriented mesh every edge is traversed once in each direction, so
\begin{equation}
e^{-i\sum_fF_f}=\prod_fU_{12}U_{23}U_{31}
=\prod_{\text{edges}}U_{ij}U_{ji}=1 .
\end{equation}
Hence $\sum_fF_f=2\pi Q$ with integer $Q$. Smoothness of $H$ was not used: arbitrary vertex states also give an integer. Moreover $|F_f|<\pi$ implies $|Q|<N_f/2$ for $N_f$ faces, so a tetrahedron can return only $-1$, $0$ or $1$.

\section{Two bands: flux as a solid angle}

Write $H=\mathbf d(k)\cdot\boldsymbol\sigma+\epsilon(k)$ and $\mathbf n=\mathbf d/|\mathbf d|$. The scalar $\epsilon$ leaves the eigenvectors unchanged. The lower-band projector is $P_n=\frac12(1-\mathbf n\cdot\boldsymbol\sigma)$. For directions $\mathbf a,\mathbf b,\mathbf c$ at the vertices of a face, the product of the three links is $\operatorname{Tr}(P_aP_bP_c)$. Single Pauli matrices are traceless, $\operatorname{Tr}\sigma_i\sigma_j=2\delta_{ij}$ and $\operatorname{Tr}\sigma_i\sigma_j\sigma_k=2i\epsilon_{ijk}$, so
\begin{equation}
L_{12}L_{23}L_{31}=\tfrac14\left[1+\mathbf a\cdot\mathbf b+\mathbf b\cdot\mathbf c+\mathbf c\cdot\mathbf a-i\,\mathbf a\cdot(\mathbf b\times\mathbf c)\right],
\end{equation}
\begin{equation}
F_f=\operatorname{atan2}\left(\mathbf a\cdot(\mathbf b\times\mathbf c),\,1+\mathbf a\cdot\mathbf b+\mathbf b\cdot\mathbf c+\mathbf c\cdot\mathbf a\right).
\label{eq:atan}
\end{equation}

This is half the signed solid angle $\Omega_f$ of the geodesic triangle $\mathbf a\mathbf b\mathbf c$. To show it, first take one edge. With $u_\perp$ orthogonal to $u_a$ and of suitable phase, the states
\begin{equation}
u(s)=\cos(s/2)\,u_a+\sin(s/2)\,u_\perp
\end{equation}
follow the great circle from $\mathbf a$ to $\mathbf b$, where $s<\pi$ is the angle turned. The coefficients are real, so $\langle u|\partial_su\rangle=\frac12(-\cos\frac s2\sin\frac s2+\sin\frac s2\cos\frac s2)=0$ and $\int\mathbf A$ vanishes along the arc. The overlap $\langle u_a|u(s)\rangle=\cos(s/2)$ is positive, so the link phase vanishes too. A gauge change shifts the link phase and $-\int\mathbf A$ equally. They therefore agree modulo $2\pi$ in any gauge: the link is the Berry phase factor of the geodesic.

Next, the curvature on the direction sphere. The lower state is $u=(-e^{-i\varphi}\sin\frac\theta2,\ \cos\frac\theta2)^T$, for which
\begin{equation}
A_\theta=0,\qquad A_\varphi=i\langle u|\partial_\varphi u\rangle=\sin^2\tfrac\theta2,\qquad
\partial_\theta A_\varphi-\partial_\varphi A_\theta=\tfrac12\sin\theta .
\end{equation}
The flux is $+\frac12$ per unit solid angle, and Stokes' theorem gives $F_f=\Omega_f/2$ modulo $2\pi$. The geodesic triangle is the radial projection of a flat triangle that misses the origin, so $|\Omega_f|<2\pi$. The principal value is then the correct one, and $F_f=\Omega_f/2$. For the upper band the sign is reversed.

\section{Linear node: no discretization error}

Let $d_j=\sum_ik_iV_{ij}$ with $\det V\ne0$. A linear map takes a flat triangle in $k$ space to a flat triangle in $\mathbf d$ space, and a straight edge to a great-circle arc of directions. So $F_f$ equals the continuum flux through the face. For edge vectors $\mathbf p,\mathbf q$ in the face, half the solid-angle element is
\begin{equation}
\frac{\mathbf d\cdot[(V^T\mathbf p)\times(V^T\mathbf q)]}{2|\mathbf d|^3}
=\frac{\det V\;\mathbf k\cdot(\mathbf p\times\mathbf q)}{2|\mathbf d|^3},
\qquad\text{hence}\qquad
\mathbf B=\frac{\det V}{2|\mathbf d|^3}\,\mathbf k .
\end{equation}
Because $|\mathbf d|$ is homogeneous of degree one, $\mathbf k\cdot\nabla|\mathbf d|=|\mathbf d|$, and away from the node
\begin{equation}
\nabla\cdot\mathbf B=\frac{\det V}2\left(\frac3{|\mathbf d|^3}-\frac{3\,\mathbf k\cdot\nabla|\mathbf d|}{|\mathbf d|^4}\right)=0 .
\end{equation}
An enclosing surface can thus be deformed to the ellipsoid $|\mathbf d|=\text{const}$, which covers the direction sphere once with orientation $\operatorname{sgn}\det V$. The total flux is $\frac12\,4\pi\operatorname{sgn}\det V$, so
\begin{equation}
Q=C=\operatorname{sgn}\det V .
\end{equation}
A polyhedron that does not enclose the node gives zero. Anisotropy and mesh coarseness play no role as long as this two-band linear form holds over the whole polyhedron; in a material that confines the mesh to a region small compared with the distance to other nodes and to where other bands mix in. Linearity alone is not enough. For $H=\mathbf k\cdot\mathbf J$ with spin $\frac32$ the lowest state is a product of three spin-$\frac12$ lower states, so each link is cubed and $C=3$; on a regular tetrahedron the face flux $3\pi/2$ folds to $-\pi/2$ and $Q=-1$. A tilt $\epsilon=\mathbf w\cdot\mathbf k$ plays none either, provided that ``lower band'' means lower at each $k$, not occupied: in an overtilted node both bands lie on the same side of the node energy in some directions.

\section{Nonlinear Hamiltonians}

\subsection{A certificate for two bands}

On each face let $\mathbf d_{\rm lin}$ be the linear interpolation of the three vertex values of $\mathbf d$. By the solid-angle result, $Q$ is the number of times the direction of $\mathbf d_{\rm lin}$ covers the sphere, while $C$ is the same number for $\mathbf d$. Let $c_f$ be the centroid of the face, $r_f$ its largest distance to a vertex, and $\ell$ a Lipschitz constant, $|\mathbf d(k)-\mathbf d(k')|\le\ell|k-k'|$. Suppose
\begin{equation}
\rho=\max_f\frac{\ell\,r_f}{|\mathbf d(c_f)|}<1 .
\label{eq:cert}
\end{equation}
For every $k$ in the face, $|\mathbf d(k)-\mathbf d(c_f)|<|\mathbf d(c_f)|$, so
\begin{equation}
\mathbf d(k)\cdot\mathbf d(c_f)=|\mathbf d(c_f)|^2+[\mathbf d(k)-\mathbf d(c_f)]\cdot\mathbf d(c_f)>0 .
\end{equation}
This holds at the vertices, hence also for $\mathbf d_{\rm lin}$. The field $(1-s)\mathbf d+s\,\mathbf d_{\rm lin}$ then has no zero for $0\le s\le1$. It is continuous across edges, because neighbouring faces share the interpolation there. The covering number cannot change along $s$, and $Q=C$.

The charge certified is that enclosed by the flat-faced polyhedron. Refinement eventually satisfies Eq.~\eqref{eq:cert} if $|\mathbf d|$ has a positive lower bound on the surfaces used. The condition is not necessary: for $\mathbf d=\mathbf k$ on a regular tetrahedron $\rho=\sqrt8$, yet $Q$ is correct.

\subsection{Convergence for any number of bands}

Write the phase of $U_{ij}$ as $-\int_i^j\mathbf A\cdot d\mathbf k+\eta_{ij}$. Both phases shift equally under a gauge change, so $\eta_{ij}$ is gauge independent modulo $2\pi$, and $\eta_{ji}=-\eta_{ij}$. Expanding both phases in a smooth local gauge, the terms of first and second order in the edge length $h$ agree, so $\eta_{ij}=O(h^3)$. With $\Phi_f=O(h^2)$ the continuum flux,
\begin{equation}
F_f=\Phi_f-(\eta_{12}+\eta_{23}+\eta_{31})\pmod{2\pi}.
\end{equation}
For small enough $h$ the right side lies within $(-\pi,\pi)$ and the equality is literal. On summation the $\eta$ terms cancel in pairs, leaving $2\pi Q=\sum_f\Phi_f=2\pi C$. The discretization error then disappears from the sum although it remains in each face.

\subsection{Aliasing: a wrong integer}

Take $\mathbf d=(\operatorname{Re}q^m,\operatorname{Im}q^m,k_z)$ with $q=k_x+ik_y$. The direction winds $m$ times around the axis, so $C=m$. Use a bipyramid with two poles and $N$ equatorial points at angles $2\pi j/N$. The vertex data contain $m$ only through
\begin{equation}
e^{2\pi imj/N}=e^{2\pi i(m-Nl)j/N},\qquad l\ \text{integer}.
\end{equation}
Neighbouring equatorial directions differ by $\alpha=2\pi(m-Nl)/N$, with $l$ chosen so that $|\alpha|<\pi$. A triangle between a pole and an equatorial arc $\alpha$ has solid angle $\alpha$ and flux $\alpha/2$. The $2N$ faces give
\begin{equation}
Q=\frac{2N}{2\pi}\,\frac\alpha2=m-Nl .
\end{equation}
The correct value requires $N>2|m|$. For $m=2$, three points return $-1$ with $|F_f|=\pi/3\approx1.047$, while five return $2$ with the larger $|F_f|=2\pi/5\approx1.257$. With four points neighbouring directions are opposite and the link vanishes.

\section{Implementation}

\begin{verbatim}
input: H(k), p, closed oriented triangle mesh
check: each directed edge occurs once, its reverse once
for each vertex i:
    Psi[i] = p lowest eigenvectors of H(k[i])  (store once)
for each edge i-j:
    L = det(Psi[i]^dagger Psi[j])
    if |L| < threshold: move or refine mesh, restart
    U[i,j] = L/|L|;  U[j,i] = conj(U[i,j])
for each face (1,2,3):
    F = -Arg(U[1,2] U[2,3] U[3,1])
Q = round(sum(F)/(2 pi)); check the rounding residue
two bands: accept if rho < 1, otherwise refine
more bands: refine and compare; agreement is evidence, not proof
\end{verbatim}

\paragraph{Cost.} For a sphere-like mesh with $N_v$ vertices, Euler's relation $N_v-N_e+N_f=2$ and $3N_f=2N_e$ give $N_f=2N_v-4$ and $N_e=3N_v-6$. Dense diagonalization of $M\times M$ matrices costs $O(N_vM^3)$, and the links cost $O(N_e(Mp^2+p^3))$. Splitting each triangle into four adds one vertex per edge, so $N_v\to4N_v-6$.

\paragraph{Stability.} If an error changes a link by at most $\eta<|L|$, its phase changes by at most $\arcsin(\eta/|L|)$. As long as
\begin{equation}
3\arcsin\frac{\eta}{\min|L|}<\pi-\max_f|F_f| ,
\end{equation}
no face crosses the cut, the phase changes cancel between neighbouring faces, and $Q$ is unchanged. Small links and fluxes near $\pi$ are thus warnings of numerical fragility. They do not measure aliasing.

\paragraph{Lipschitz constant.} For $\mathbf d(k)=\sum_R\mathbf d_Re^{ik\cdot R}$, the inequality $|e^{ix}-e^{iy}|\le|x-y|$ permits $\ell=\sum_R|R||\mathbf d_R|$. A bound on the Jacobian norm can be tighter.

\paragraph{Mesh faults.} Reversing all faces reverses $Q$. A missing face removes the edge cancellation, so the sum need not give an integer. Using two different gauges of one vertex within the same face spoils the flux of that face. Different gauges in different faces do no harm, because each $F_f$ is gauge independent.

\section{Worked examples}

\subsection{An overtilted linear node}

Take, in eV\,nm,
\begin{equation}
V=\begin{pmatrix}0.4&0.1&0\\0&0.3&0.1\\0.1&0&0.2\end{pmatrix},\qquad \mathbf w=(0,0,0.6).
\end{equation}
Then $\det V=0.4(0.3\times0.2)+0.1(0.1\times0.1)=0.025$ (eV\,nm)$^3$. Along $k_z$, $|\mathbf d|/|k_z|=\sqrt{0.1^2+0.2^2}<0.6$, so the node is overtilted. On a regular tetrahedron the four link fluxes are
\begin{equation}
1.9185+1.5778+1.7239+1.0630=6.2832=2\pi\ \text{rad},
\end{equation}
hence $Q=1$. Anisotropy redistributes the flux, which would be $\pi/2$ per face for $\mathbf d=\mathbf k$. Each value agrees with the integral of the sum-over-states curvature over that face to the printed eight decimals. In a further test, 800 random linear nodes and tetrahedra all gave the expected charge, 96 of them with the node inside.

\subsection{A lattice model}

With $k$ in units of the inverse lattice constant, let
\begin{equation}
\mathbf d=\bigl(t\sin k_x,\ t\sin k_y,\ t(\cos k_z-\cos k_0)-m(2-\cos k_x-\cos k_y)\bigr),
\end{equation}
$t=m=0.5$ eV and $k_0=1$. A zero needs $k_x,k_y\in\{0,\pi\}$. If $n$ of them equal $\pi$, it also needs $\cos k_z=\cos k_0+2n$, which is impossible for $n\ge1$. The nodes are $(0,0,\pm k_0)$. Their Jacobian is $\operatorname{diag}(t,t,\mp t\sin k_0)$, so their charges are $\mp1$. The squared Frobenius norm of the Jacobian is $t^2(2+\sin^2k_z)\le3t^2$, which permits $\ell=\sqrt3\,t$.

Around $+k_0$ at radius $0.5$, all meshes from 4 to 258 points return $-1$. The certificate ratio $\rho$ is 5.36 for the tetrahedron, 1.45 for 18 points and 0.74 for 66 points, so with $\ell=\sqrt3\,t$ the last is the first certified mesh. A midpoint sum of the curvature over the octahedron's eight faces gives $-1.60$, overestimating the magnitude by 60\% relative to the true charge; the link sum on the same six vertices gives $-1$.

At radius $1.5$ the surface still encloses only $+k_0$, and the curvature integral is $-1$, but the tetrahedron returns $0$. Its vertices have $|k_x|=|k_y|=s=\sqrt3/2$. Using $\cos k_z\le1$ and $\cos s\le1-s^2/2+s^4/24$,
\begin{equation}
\frac{d_z}{t}\le2\cos s-1-\cos1\le1-s^2+\frac{s^4}{12}-\cos1=\frac{19}{64}-\cos1<0,
\end{equation}
since $\cos1>\frac12$. All four directions lie in one hemisphere, and their interpolation cannot cover the sphere. The largest face flux here is only 0.49 rad, against 2.00 rad for the correct tetrahedron at radius $0.5$. Small fluxes are therefore no certificate. The octahedron and its refinements return $-1$ at radius $1.5$, but with $\ell=\sqrt3\,t$ even 258 points give $\rho=1.04$. The argument for Eq.~\eqref{eq:cert} uses $\ell$ only within each face, and a face-wise constant lowers this ratio to about 0.6.

A random gauge changed link phases by up to 3.07 rad and face fluxes by at most $4.4\times10^{-16}$ rad. Random vertex states, with no Hamiltonian behind them, produced $-1$, $0$ and $1$. Of 200 random surfaces in the lattice model, 109 met Eq.~\eqref{eq:cert}, and all of these gave the enclosed charge.

\subsection{Two chosen bands}

Place two positive nodes at the same point, $\mathbf d_1=\mathbf k$ and $\mathbf d_2=(1.5k_x,k_y,0.7k_z)$, and couple equal spin components by $g=0.2$ in model units. At $g=0$ the charge of the two lower bands is $1+1=2$. On the unit sphere the gap above them is then at least $2\times0.7=1.4$. The coupling has norm $g$ and shifts each level by at most $g$, so the gap stays at least $1.4-2g=1.0$ and $C$ remains 2. At the poles the level nearest zero has magnitude $0.85-\sqrt{0.15^2+0.2^2}=0.6$, which gives the printed smallest vertex gap of 1.2. Six vertices with independent random $2\times2$ gauges return $Q=2$. The numerical output below lists the remaining mesh data.

\section*{Computed values}
\begin{verbatim}
Isotropic linear node, lower band
  tetrahedron: 4 points, face flux 1.570796 rad, Q = 1
  octahedron: 6 points, face flux 0.785398 rad, Q = 1
Anisotropic overtilted node on the unit-radius (1/nm) tetrahedron
  V rows (eV nm): [[0.4, 0.1, 0.0], [0.0, 0.3, 0.1], [0.1, 0.0, 0.2]]  tilt (eV nm): [0.0, 0.0, 0.6]
  det V = 0.0250 (eV nm)^3
  face 1: link flux 1.91848226, integral 1.91848226 rad
  face 2: link flux 1.57778228, integral 1.57778228 rad
  face 3: link flux 1.72390971, integral 1.72390971 rad
  face 4: link flux 1.06301105, integral 1.06301105 rad
  Q = 1
Random linear nodes and tetrahedra, all correct
  cases with charge -1, 0, +1: 45, 704, 51
Lattice model: t = 0.5 eV, m = 0.5 eV, k0 = 1.0 /a
  radius 0.5 /a: curvature integral C = -1.00000000
    tetrahedron, 4 pts: Q=-1, min|L|=0.317, max|F|=2.004 rad, ratio=5.356
    octahedron, 6 pts: Q=-1, min|L|=0.613, max|F|=1.028 rad, ratio=2.754
    refined 1x, 18 pts: Q=-1, min|L|=0.788, max|F|=0.339 rad, ratio=1.454
    refined 2x, 66 pts: Q=-1, min|L|=0.926, max|F|=0.094 rad, ratio=0.744
    refined 3x, 258 pts: Q=-1, min|L|=0.980, max|F|=0.027 rad, ratio=0.377
  radius 1.5 /a: curvature integral C = -1.00000000
    tetrahedron, 4 pts: Q=0, min|L|=0.229, max|F|=0.490 rad, ratio=5.771
    octahedron, 6 pts: Q=-1, min|L|=0.399, max|F|=1.384 rad, ratio=3.100
    refined 1x, 18 pts: Q=-1, min|L|=0.685, max|F|=0.847 rad, ratio=2.393
    refined 2x, 66 pts: Q=-1, min|L|=0.757, max|F|=0.419 rad, ratio=1.733
    refined 3x, 258 pts: Q=-1, min|L|=0.876, max|F|=0.155 rad, ratio=1.039
  octahedron around -k0: Q = 1; around both nodes: Q = 0
  octahedron, radius 0.5 /a, midpoint curvature sum: -1.5970
Random gauge: largest link-phase change 3.068 rad
  largest face-flux change 4.4e-16 rad
  integers from random vertex states: [-1, 0, 1]
Certified random surfaces, all correct
  cases with charge -1, 0, +1: 35, 34, 40
Double Weyl node, curvature integral C = 2.00000000
  3 equatorial points: Q = -1, max|F| = 1.0472 rad
  5 equatorial points: Q = 2, max|F| = 1.2566 rad
  7 equatorial points: Q = 2, max|F| = 0.8976 rad
  4 equatorial points: smallest |L| = 6.5e-17 (undefined)
Two coupled nodes, velocity factors [1.5, 1.0, 0.7], coupling 0.2
  smallest vertex gap 1.2000 (model units), Q = 2
\end{verbatim}
